# Classifying Zero-Field Polarization Minima in a Cubic Landau Theory

## Definitions and conventions

Let $G(\mathbf P)$ be the Landau energy density of a uniform polarization $\mathbf P=(P_1,P_2,P_3)$ along the cubic axes. The parent crystal has point group $m\bar3m$. Field and stress are zero, and $\mathbf P$ is the sole order parameter. The energy is then unchanged by the 48 signed permutations, which reorder the components ($3!$ ways) and flip their signs ($2^3$ ways).

Sorting the absolute values gives the representative

$$\mathbf w=(a,b,c),\qquad a\ge b\ge c\ge 0 .$$

These inequalities define the wedge. Every vector has one image in it, because $a$, $b$, $c$ are fixed by the set of $|P_i|$. The states are:

- cubic C: $(0,0,0)$
- tetragonal T: $(a,0,0)$; orthorhombic O: $(a,a,0)$; rhombohedral R: $(a,a,a)$
- monoclinic MC: $(a,b,0)$; MA: $(a,b,b)$; MB: $(a,a,c)$, with unequal letters standing for unequal, non-zero values
- triclinic: $a>b>c>0$

C must be in the list because a minimum may sit at $\mathbf P=0$. The names describe the symmetry of the polar vector, not a measured unit cell.

## A small case by hand

Three invariants are needed:

$$J_1=P_1^2+P_2^2+P_3^2,\quad J_2=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2,\quad J_3=P_1^2P_2^2P_3^2 .$$

In dimensionless units, take

$$F=(J_1-1)^2+10\,(J_2-j_2)^2+100\,(J_3-j_3)^2,\qquad j_2=0.16,\; j_3=-0.01 .$$

Since $J_3\ge0$, the last term is smallest at $J_3=0$. The other two vanish at $J_1=1$ and $J_2=0.16$. If all three conditions can hold together, they give the global minimum. $J_3=0$ makes one component zero. The squares $x,y$ of the other two obey $x+y=1$ and $xy=0.16$, so they are the roots of $t^2-t+0.16=0$:

$$t=\frac{1\pm\sqrt{1-0.64}}2=0.8,\;0.2 ,\qquad \mathbf w=(0.8944,\,0.4472,\,0).$$

There are 24 such minima: three places for the zero, two orders of the other components and four sign choices. Sorting maps all of them to one $\mathbf w$, which is MC.

A numerical minimizer returns a small number instead of the zero, so a tolerance is needed. Let it be $\tau=\eta|\mathbf P|$ with $\eta=0.02$. Here $|\mathbf P|=1$ and $\tau=0.02$. The distance of $\mathbf w$ from the T axis is $0.447$, and from the O axis it is $(0.8944-0.4472)/\sqrt2=0.316$. Neither comes near $\tau$, so small numerical noise cannot change the label.

Now set $j_2=10^{-4}$ and $j_3=-0.1$. The same argument gives $x+y=1$, $xy=10^{-4}$ and

$$\mathbf w=(0.99995,\,0.01000,\,0).$$

This state is again MC, but it lies only $0.010$ from the T axis. The tolerance calls it T, which is wrong. The energy settles the matter. Near $(1,0,0)$, set $\mathbf P=(1,\beta,0)$, so that $J_1=1+\beta^2$, $J_2=\beta^2$, $J_3=0$, and

$$F-1=\beta^4+10(\beta^2-10^{-4})^2=10^{-7}-2\times10^{-3}\beta^2+11\beta^4 .$$

The second derivative at $\beta=0$ is $-4\times10^{-3}$. The tetragonal point is a saddle, so the small tilt is real. A general method therefore needs both a distance rule and a stability rule.

## Symmetry and the number of domains

A signed permutation leaves $(a,b,c)$ unchanged if it exchanges equal entries and flips the signs of zeros. For T, the two zeros can be exchanged (2 ways) and flipped (4 ways), which gives 8 operations. O has $2\times2=4$, R has $3!=6$, each monoclinic type has 2, and a triclinic vector has the identity alone.

The 48 operations produce each equivalent vector equally often, namely as many times as there are operations fixing $\mathbf w$. The number of domains is thus 48 divided by that count: 6 for T, 12 for O, 8 for R, 24 for each monoclinic type and 48 for triclinic.

## Distances can be measured inside the wedge

For each label, collect all vectors of that form, with every equivalent image and with the limiting cases where letters become equal or zero. Call this the symmetry set. The distance from $\mathbf P$ to it is a minimum over many lines or planes, but sorting reduces it to one.

Sorting never increases the distance between two vectors. For $x_1\ge x_2$ and $y_1\ge y_2$,

$$(x_1y_1+x_2y_2)-(x_1y_2+x_2y_1)=(x_1-x_2)(y_1-y_2)\ge0 ,$$

so putting both lists in the same order cannot lower their scalar product. Taking absolute values cannot lower it either. With $\mathbf w_P$ and $\mathbf w_Q$ the sorted forms,

$$|\mathbf w_P-\mathbf w_Q|^2=|\mathbf P|^2+|\mathbf Q|^2-2\,\mathbf w_P\!\cdot\mathbf w_Q\le|\mathbf P-\mathbf Q|^2 .$$

If $\mathbf Q$ belongs to a symmetry set, so does $\mathbf w_Q$, and it is at least as close to $\mathbf w_P$ as $\mathbf Q$ was to $\mathbf P$. The nearest member can therefore be sought in the wedge.

For an axis with unit vector $\mathbf n$, the squared distance is $|\mathbf w|^2-(\mathbf w\cdot\mathbf n)^2$. The three axes give

$$d_T^2=b^2+c^2,$$

$$d_O^2=a^2+b^2+c^2-\frac{(a+b)^2}{2}=\frac{(a-b)^2}{2}+c^2,$$

$$d_R^2=a^2+b^2+c^2-\frac{(a+b+c)^2}{3}=\frac{(a-b)^2+(b-c)^2+(a-c)^2}{3}.$$

For MC, the nearest point is $(a,b,0)$. For MA, both $b$ and $c$ are replaced by their mean, so each moves by $(b-c)/2$. MB treats $a$ and $b$ in the same way. Hence

$$d_{MC}=c,\qquad d_{MA}=\frac{b-c}{\sqrt2},\qquad d_{MB}=\frac{a-b}{\sqrt2}.$$

## The decision rule and its guarantee

The rule needs a polarization scale $P_0$ taken from the Landau coefficients, because $|\mathbf P|$ cannot be judged small against itself.

1. If $|\mathbf P|\le\eta P_0$, the label is C.
2. Otherwise set $\tau=\eta|\mathbf P|$. If the smallest of $d_T,d_O,d_R$ is at most $\tau$, take that axis.
3. Otherwise, if the smallest of $d_{MA},d_{MB},d_{MC}$ is at most $\tau$, take that plane.
4. Otherwise the label is triclinic.

Axes of different type are at least $35.26^\circ$ apart, the angle between O and R. A vector within $\tau$ of an axis makes an angle of at most $\arcsin\eta$ with it. Two types cannot both qualify if $\eta<\sin(35.26^\circ/2)=0.303$.

Let the true minimum be $\mathbf P_*$ and the computed one $\mathbf P$, with $|\mathbf P-\mathbf P_*|\le e$. Let $s$ be the smallest distance from $\mathbf P_*$ to a symmetry set that does not contain it. By the triangle inequality, a distance to a set changes by at most $e$ when the point moves by $e$. The set of the true label is thus within $e$ of $\mathbf P$, and every set that excludes $\mathbf P_*$ is at least $s-e$ away. For a polar state that has passed step 1, the label is correct if

$$e\le\tau<s-e .$$

Axes come before planes because a T vector also belongs to the MC and MA sets, and the higher symmetry must win. For step 1 itself, a cubic state needs $e\le\eta P_0$, and a polar state needs $|\mathbf P_*|-e>\eta P_0$.

The error can be estimated from the gradient $\mathbf g$ and the Hessian $H$ at the computed point. To leading order $\mathbf g=H(\mathbf P-\mathbf P_*)$, so $e\approx|H^{-1}\mathbf g|$. This fails where $H$ is nearly singular, as at a continuous transition.

## Certifying the symmetry

When $s$ may be smaller than $\tau$, as in the hidden tilt, each candidate is tested against the energy. Candidates within tolerance are taken in the order C, axes, planes, triclinic, the nearer first within each group.

1. Project $\mathbf w$ onto the candidate set, using the nearest points found above.
2. Apply Newton's method, $\mathbf P\to\mathbf P-H^{-1}\mathbf g$. An operation that fixes $\mathbf P$ also fixes $\mathbf g$ and commutes with $H$, so the step keeps the symmetry.
3. Accept the converged point if all three eigenvalues of $H$ are positive, its energy is not above that of the input, and it lies within $2\max(\tau,\eta P_0)$ of the input. Otherwise try the next candidate.

Acceptance establishes a strict local minimum with at least the stated symmetry, up to rounding. The symmetry can be higher if the input lay more than $\tau$ from the minimum: with a T minimum at $(1,0,0)$, the input $(1,0.03,0)$ has no axis within tolerance, and Newton's method in the MC plane ends on the T axis. Repeating the test from the accepted point then includes the higher symmetry among the candidates. If no candidate passes, the answer is "undecided", as it should be where an eigenvalue vanishes.

In the hidden-tilt case, T fails through its eigenvalue $-4\times10^{-3}$. MC passes: within its plane $J_1$ and $J_2$ sit at their quadratic minima, and out of the plane $100(J_3+0.1)^2$ contributes $20J_3=20\times10^{-4}c^2$, which is positive.

## Which labels a Landau polynomial can produce

Mirror symmetry makes $G$ even in each component, and permutations make it symmetric in $x_i=P_i^2$. A polynomial $G$ is therefore a polynomial in $J_1,J_2,J_3$. Let $D$ be the matrix $\partial J_m/\partial P_i$. Since $\partial/\partial P_i=2P_i\,\partial/\partial x_i$,

$$\det D=8P_1P_2P_3\begin{vmatrix}1&1&1\\x_2+x_3&x_1+x_3&x_1+x_2\\x_2x_3&x_1x_3&x_1x_2\end{vmatrix}.$$

Subtracting neighbouring columns leaves a $2\times2$ determinant, with the result

$$\det D=8P_1P_2P_3(x_1-x_2)(x_1-x_3)(x_2-x_3).$$

This is non-zero at a triclinic point. Stationarity, $D^{T}\,\partial G/\partial J=0$, then forces $\partial G/\partial J_m=0$ for all $m$, and the Hessian reduces to $H=D^TG_{JJ}D$, where $G_{JJ}$ holds the second derivatives with respect to the $J_m$. The term $J_3^2$ is of twelfth order. Through tenth order $G$ is linear in $J_3$, so a displacement $\mathbf v$ with $D\mathbf v=(0,0,1)$ gives $\mathbf v^TH\mathbf v=0$. A triclinic minimum with positive-definite Hessian thus needs at least twelfth order.

At sixth order, $G=g(J_1)+k(J_1)J_2+e_3J_3$. In the MC plane $J_3=0$ and $G$ is linear in $J_2$, so the same argument excludes a positive-definite minimum. For MA and MB, write $(u,u,v)$ with $x=u^2$ and fixed $J_1=2x+v^2$. Then $J_2=2J_1x-3x^2$ and $J_3=J_1x^2-2x^3$, so

$$\frac{dG}{dx}=(2J_1-6x)(k+e_3x).$$

The root $x=J_1/3$ is R. At the monoclinic root $k=-e_3x$, the second derivative is $(2J_1-6x)e_3=2(v^2-x)e_3$, which must be positive. Now split the equal squares into $x\pm\epsilon$ at fixed $v$. Their product falls by $\epsilon^2$, and

$$\Delta G=-\epsilon^2(k+e_3v^2)=-\epsilon^2e_3(v^2-x)<0 .$$

Stability in the plane therefore implies instability out of it. A monoclinic label from a sixth-order energy points to an unconverged or degenerate minimum. Eighth order, which contains $J_2^2$, does allow monoclinic states: $(J_1-1)^2+10(J_2-0.16)^2+2J_3$ has the same MC minimum as the first example.

The potential $F$ can produce every polar label. Its derivatives with respect to the $J_m$ all vanish at the target $(1,j_2,j_3)$ and nowhere else. If no real vector reaches the target, the minimum must lie on a wall of the wedge. Trust-region Newton minimization from twelve starting points gave these lowest minima:

| $j_2$ | $j_3$ | $\mathbf w$ | Label |
|---|---|---|---|
| −0.05 | −0.01 | (1, 0, 0) | T |
| 0.26 | −0.02 | (0.712, 0.712, 0) | O |
| 0.36 | 0.05 | (0.591, 0.591, 0.591) | R |
| 0.28 | 0.026 | (0.763, 0.454, 0.454) | MA |
| 0.32 | 0.030 | (0.644, 0.644, 0.420) | MB |
| 0.16 | −0.01 | (0.894, 0.447, 0) | MC |
| 0.27 | 0.018 | (0.775, 0.548, 0.316) | triclinic |

## An example in the regime of barium titanate

Consider the eighth-order energy

$$\begin{aligned}G={}&a_1\sum P_i^2+a_{11}\sum P_i^4+a_{12}J_2+a_{111}\sum P_i^6+a_{112}\sum_{i\ne j}P_i^4P_j^2+a_{123}J_3\\&+a_{1111}\sum P_i^8+a_{1112}\sum_{i\ne j}P_i^6P_j^2+a_{1122}\sum_{i<j}P_i^4P_j^4+a_{1123}J_1J_3 .\end{aligned}$$

The coefficients are rough values, in SI units with $\mathbf P$ in C/m²:

- $a_1=4.1\times10^5\,(T-388\ \mathrm K)$
- $a_{11},a_{12}=(-2.1,\,8.0)\times10^8$
- $a_{111},a_{112},a_{123}=(1.3,\,-2.0,\,-2.5)\times10^9$
- $a_{1111},a_{1112},a_{1122},a_{1123}=(3.9,\,2.5,\,1.6,\,1.4)\times10^{10}$

Balancing $|a_{11}|P_0^4$ against $a_{1111}P_0^8$ gives $P_0=(|a_{11}|/a_{1111})^{1/4}=27.1$ uC/cm². The cubic threshold is $0.02P_0=0.54$ uC/cm². The same minimization found:

| $T$ (K) | $\mathbf w$ (uC/cm²) | $G$ (J/cm³) | Label |
|---|---|---|---|
| 420 | (0, 0, 0) | 0 | C |
| 320 | (25.1, 0, 0) | −1.65 | T |
| 240 | (23.3, 23.3, 0) | −4.44 | O |
| 150 | (22.7, 22.7, 22.7) | −9.32 | R |
| 150 | (25.6, 25.6, 0) | −8.90 | O, metastable |

A label belongs to a minimum, not to a temperature: at 150 K two labels coexist, and energy selects the stable one. Twelve starts need not find every metastable state. At 240 K the table lacks an R minimum at (20.0, 20.0, 20.0) uC/cm² with $G=-4.21$ J/cm³, and a barely stable T minimum at −3.95 J/cm³. Both lie above the O state. Equating the lowest energies along the axes puts the T–O transition at 282 K and the O–R transition at 201 K.

At 240 K, $|\mathbf P|=33.0$ uC/cm² and $\tau=0.66$ uC/cm². The nearest set that excludes the O state is MA, at $s=23.3/\sqrt2=16.5$ uC/cm², so the guarantee leaves ample room. A fixed tolerance of 0.5 lacks this security. At 320 K, it gives T if the polarization is entered as 25.1 uC/cm², but C if it is entered as 0.251 C/m².

Real barium titanate has the same order of phases on cooling, with the lower transitions at roughly 280 K and 190 K and a room-temperature polarization of roughly 25 uC/cm². The model values are close to these. Real samples break the assumptions of zero field and zero stress. In linear response, a field $\lambda\tau$ along the softest direction, where $\lambda$ is the smallest Hessian eigenvalue, shifts $\mathbf P$ by $\tau$. This field is 2.1, 2.6 and 13.5 kV/cm at 320, 240 and 150 K. Built-in fields in thin films can be larger.

For a uniaxial stress $\sigma=50$ MPa along axis 1, the symmetry-breaking energy is $-(Q_{11}-Q_{12})\sigma P_1^2$, with a rough electrostrictive difference of 0.15 m⁴/C². The linear shift $H^{-1}(2(Q_{11}-Q_{12})\sigma P_1,0,0)$ tilts the O domain $(a,a,0)$ at 240 K by $2.8^\circ$ and the R state at 150 K by $2.3^\circ$. A T state along axis 1 does not tilt, and neither does the O domain $(0,a,a)$, which has no component along the stress. Full minimization with this term alone gives $2.5^\circ$ and about $2^\circ$ in tension, and $3.4^\circ$ and $3.0^\circ$ in compression, so the linear values are good only to within about a quarter. A uniaxial stress also adds an isotropic term $-Q_{12}\sigma|\mathbf P|^2$. With $Q_{12}$ roughly $-0.04$ m⁴/C², it changes the fully minimized angles by up to about $0.3^\circ$. All these tilts exceed the tolerance angle $\arcsin0.02=1.1^\circ$, so the rule would report monoclinic states for these domains. In compression at 240 K the tilted domain is only metastable: with the symmetry-breaking term alone it lies at −4.06 J/cm³, above the untilted domain $(0,a,a)$ at −4.44 J/cm³, which keeps the label O. The stressed parent is no longer cubic, and such labels describe the response to stress, not a zero-stress phase.

Thermal motion matters for snapshots of small regions. For a uniformly polarized volume $V$, equipartition gives an rms shift $\sqrt{k_BT/(\lambda V)}$ along the softest direction. In a 10 nm cube at 320 K this is 4.1 % of $|\mathbf P|$, twice the tolerance. Averaging over time or over a larger volume is then needed before classification. The T state has two equally soft directions, so the rms distance from its axis is $\sqrt2$ times larger, 5.8 %. Since the shift scales as $V^{-1/2}$, this distance falls to 2 % at an edge of about 20 nm, if the volume still fluctuates as one unit. The estimate leaves out depolarizing fields and coupling to the surroundings. Both are expected to reduce the shift, and the first can do so strongly: for an unscreened cube in vacuum the depolarizing stiffness $1/(3\varepsilon_0)=3.8\times10^{10}$ J m/C² far exceeds $\lambda=4.2\times10^{7}$ J m/C² and would cut the shift about 30-fold. The values are therefore estimates for a region whose surface charge is screened.

Coefficient errors matter less at these three temperatures. With all ten coefficients varied independently by up to ±5 %, the lowest axis kept its label in all 200 random draws at each temperature. This does not extend to the neighbourhood of a transition, where two energies are equal and a small change can reverse their order.
